# Why the mass of a lattice polaron is generally not m/Z, part 2

A manuscript treats one electron on a chain coupled to optical phonons. It claims (i) a self-energy $\Sigma(\omega)$ independent of momentum, hence (ii) $m^*/m=1/Z$, with $Z$ the quasiparticle weight, and (iii) $Z=e^{-g^2}$, $g^2=E_p/\Omega$, with $E_p$ the binding energy at zero hopping. Step (i) is false here. Units: $\hbar=a=1$ ($a$ the lattice constant), numerical energies in $\Omega$.

$$H=-t\sum_n\left(c^\dagger_{n+1}c_n+\text{h.c.}\right)+\Omega\sum_m b^\dagger_m b_m-g\Omega\sum_{n,d}f(d)\,c^\dagger_nc_n\,X_{n+d},$$

$X_m=b_m+b_m^\dagger$, $t>0$, $\sum_d f(d)^2=1$, $c(l)=\sum_d f(d)\,f(d+l)$, $m=1/(2t)$. Forces: Holstein $\delta_{d0}$; Fröhlich $\propto(d^2+1)^{-3/2}$; breathing $f(0)=-f(1)=1/\sqrt2$; uniform $N^{-1/2}$ ($N$ ring sites). Peierls coupling replaces the last term by $\alpha\sum_n(c^\dagger_{n+1}c_n+\text{h.c.})(X_{n+1}-X_n)$.

With phonon positions $d$ relative to the electron and total momentum $K$,

$$H(K)=H_0+e^{-iK}W+e^{iK}W^\dagger,\qquad W=-tT+\alpha\,T\,(X_1-X_0),$$

$\alpha$ for Peierls only; $H_0=\Omega\sum_d b_d^\dagger b_d-g\Omega\sum_d f(d)X_d$; $T$ moves phonons from $d$ to $d-1$. $|\mathrm{vac}\rangle$ has no phonon, $|d)$ one; $Q$ projects on states with phonons (at most $M$ numerically). With $v=QH|\mathrm{vac}\rangle$, $\Sigma(K,\omega)=v^\dagger(\omega-QHQ)^{-1}v$. Subscripts $K,\omega$ are derivatives. The lowest energy $E(K)$, $E_0=E(0)$, lies below the spectrum of $QHQ$; $Z=1/(1-\Sigma_\omega)$ and

$$\frac{m}{m^*}=Z\,F,\qquad F=1+\frac{\Sigma_{KK}(0,E_0)}{2t}.\tag{2}$$

At order $g^2$, with $u=\Omega-\omega$, $s=\sqrt{u^2-4t^2}$, $r(l)=\xi^{|l|}/s$, the resolvent $(d|(u-te^{-iK}T-te^{iK}T^\dagger)^{-1}|d')$ is $e^{iK(d-d')}r(d-d')$, and

$$\Sigma_2(K,\omega)=-\frac{g^2\Omega^2}{s}\sum_l c(l)\,\xi^{|l|}e^{iKl},\qquad\xi=\frac{u-s}{2t}.\tag{3}$$

$$\Sigma_{2,KK}=+\frac{g^2\Omega^2}{s}\sum_l l^2c(l)\,\xi^{|l|}.\tag{4}$$

At $u=\Omega+2t$, $Z=1-Ag^2$, $m/m^*=1-Bg^2$,

$$A=\Omega^2\sum_l c(l)\xi^{|l|}\left(\frac{|l|}{s^2}+\frac{u}{s^3}\right),\qquad B=A-\frac{\Omega^2}{2ts}\sum_l l^2c(l)\xi^{|l|}.\tag{5}$$

As $t\to0$, $A\to1$ and $B/A\to1-c(1)$.

Section 4: the uniform force gives $Z=e^{-g^2}$, $m^*=m$. Expanding $\beta|\mathrm{vac}\rangle=-g|\mathrm{vac}\rangle$ in number states of $\beta$ gives the recursion $\sqrt{n+1}\,a_{n+1}=-g\,a_n$. On a ring the $q=0$ mode, of weight $w_0=(\sum_d f)^2/N$, multiplies $Z$ by $e^{-w_0g^2}$, lowers $E$ by $w_0g^2\Omega$ and leaves $m^*$ unchanged.

Section 6, crossed sequence: emit at $0$, emit at $l$, absorb at $0$, absorb at $l$; net displacement $l$.

**7. The sign of the error**

For the model of section 2 (dispersionless phonons, nearest-neighbour hopping $t>0$) with a density coupling $f$ of one sign, $F\ge1$ at any coupling strength. If $f\le0$ everywhere, the substitution $b\to-b$ reverses its sign, so take $f\ge0$. Put $\omega=E_0$ and write $QH(K)Q-\omega=D-Y(K)$, where $D$ is diagonal with entries $n\Omega-E_0$ and

$$Y(K)=Q\Big[t\,e^{-iK}T+t\,e^{iK}T^\dagger+g\Omega\sum_d f(d)X_d\Big]Q .$$

$D$ is positive, because $E_0\le\langle\mathrm{vac}|H(0)|\mathrm{vac}\rangle=-2t<0$. All elements of $Y(0)$ are nonnegative, and all components of $-v$ are nonnegative and independent of $K$. Let $L(K)=D^{-1/2}Y(K)D^{-1/2}$, so that $D-Y=D^{1/2}(1-L)D^{1/2}$. Section 3 showed that $D-Y(0)$ is positive definite, so the largest eigenvalue $\rho$ of $L(0)$ is below 1. For a real symmetric matrix with nonnegative elements, $|x^TLx|\le|x|^TL|x|\le\rho\,x^Tx$, where $|x|$ has components $|x_i|$, so no eigenvalue exceeds $\rho$ in magnitude, and $\sum_pL(0)^p$ converges. Then

$$\Sigma(K,E_0)=-\sum_{p\ge0}v^TD^{-1/2}L(K)^pD^{-1/2}v .$$

Multiply out each power into sequences of $p$ elementary steps, each a forward hop, a backward hop, an emission or an absorption. Every sequence contributes a nonnegative number times $e^{-iKl}$, with $l$ the number of forward hops minus backward hops. Collecting sequences by $l$,

$$\Sigma(K,E_0)=-\sum_l w_l\,e^{-iKl},\qquad w_l\ge0 .$$

The series converges absolutely, since the sum of the moduli is its value at $K=0$. It may be differentiated twice term by term, since $|l|\le p$ and $\sum_pp^2\rho^p$ converges. Therefore

$$\Sigma_{KK}(0,E_0)=\sum_l l^2w_l\ge0,\qquad F\ge1,\qquad m^*\le m/Z .$$

In this class $m/Z$ is an upper bound on the mass and not its value. Equality requires $w_l=0$ for all $l\neq0$, so here $F=1$ is equivalent to a $K$-independent $\Sigma(K,E_0)$. The crossed sequence of section 6 has positive weight for $l=\pm1$ once two phonons are allowed, so the inequality is strict even for the Holstein chain.

When signs mix, the proof no longer applies and the bound can fail. For the breathing force $c(1)=f(0)f(1)=-1/2$ and $c(l)=0$ for $|l|\ge2$, so (4) gives $\Sigma_{2,KK}=-g^2\Omega^2\xi/s<0$. Mixed signs also show that $K$-independence is not necessary in general. For $f\propto(1,-\eta,1)$ on three adjacent sites, $c(1):c(2)=-2\eta:1$, and (4) is proportional to $-2\eta\xi+4\xi^2$, which vanishes at $\eta=2\xi$, while (3) keeps its $\cos K$ and $\cos2K$ terms. At order $g^2$ this model has $F=1$ with a momentum-dependent self-energy.

The bound also depends on the phonons being dispersionless and on all electron hops having one sign. A phonon dispersion $\Omega_q=\Omega+2t_p\cos q$ with $t_p>0$ (an optical branch highest at $q=0$), or a second-neighbour electron hop of opposite sign, puts negative elements into $Y(0)$. For the Holstein force with such a dispersion the one-phonon denominator is $u+2t_p\cos q-2t\cos(K-q)$, and averaging its inverse over $q$ gives $\Sigma_2=-g^2\Omega^2/s_K$ with $s_K^2=u^2-4(t^2+t_p^2)+8tt_p\cos K$. Hence $\Sigma_{2,KK}(0)=-4g^2\Omega^2tt_p/s_0^3$ and $F=1-2g^2\Omega^2t_p/s_0^3<1$: the bound fails already at order $g^2$ although $f$ has one sign.

For Peierls coupling the vector $v$ itself depends on $K$. Using $W^\dagger=-tT^\dagger+\alpha(X_1-X_0)T^\dagger$ and $T|d)=|d-1)$,

$$v=\alpha e^{-iK}\left[|0)-|{-1})\right]+\alpha e^{iK}\left[|1)-|0)\right].$$

Write $v_d=e^{iKd}\tilde v_d$, which cancels the phase of the resolvent of section 5: $\tilde v_1=\alpha$, $\tilde v_{-1}=-\alpha$, $\tilde v_0=\alpha(e^{-iK}-e^{iK})=-2i\alpha\sin K$. Then $\Sigma_2=-\sum_{dd'}\tilde v_d^*\,r(d-d')\,\tilde v_{d'}$. The cross terms between $d=0$ and $d'=\pm1$ are proportional to $r(1)(\tilde v_1+\tilde v_{-1})=0$. The rest is $\alpha^2[2r(0)-2r(2)]+4\alpha^2\sin^2K\,r(0)$, so

$$\Sigma_2=-\frac{4\alpha^2}{s}\left[\frac{1-\xi^2}{2}+\sin^2K\right],\qquad\Sigma_{2,KK}(0)=-\frac{8\alpha^2}{s},\qquad F=1-\frac{4\alpha^2}{ts}<1 .$$

The one-phonon solve at $\alpha=0.3$, $t=0.5$, $\omega=-1.3$ gives $\Sigma_{KK}=-0.347619$, equal to the formula within the tested $10^{-5}$. At order $\alpha^2$ the Peierls polaron at $K=0$ is heavier than $m/Z$. At this order $F$ reaches zero when $4\alpha^2=ts$, where the curvature at $K=0$ vanishes although $Z$ is finite; higher orders shift that point, and I have not located it.

**8. The Lang–Firsov limit: two different exponents**

Step (iii) concerns $t/\Omega\to0$ at fixed $g$. At $t=0$, completing the square in each mode gives

$$H_0=\Omega\sum_d\left(b_d-gf(d)\right)^\dagger\left(b_d-gf(d)\right)-g^2\Omega ,$$

so $E_p=g^2\Omega$. The ground state $|C\rangle$ obeys $b_d|C\rangle=gf(d)|C\rangle$. In each sector $K$ it is unique and separated from the next level by $\Omega$, so the $N$-fold site degeneracy has already been resolved by the choice of basis. For one mode, $b|\mu\rangle=\mu|\mu\rangle$ with real $\mu$ gives, by the recursion of section 4, $|\mu\rangle=e^{-\mu^2/2}\sum_n\mu^n|n\rangle/\sqrt{n!}$, and

$$\langle\mu|\mu'\rangle=e^{-(\mu^2+\mu'^2)/2}\sum_n\frac{(\mu\mu')^n}{n!}=e^{-(\mu-\mu')^2/2}.$$

The weight is the squared overlap of the cloud with the vacuum, $\mu'=0$ in every mode:

$$Z=\prod_de^{-g^2f(d)^2}=e^{-g^2}.$$

The band follows from first-order perturbation theory in $W=-tT$. The shifted cloud $T|C\rangle$ has displacement $gf(d+1)$ at position $d$, so

$$\langle C|T|C\rangle=\exp\Big[-\frac{g^2}{2}\sum_d\left(f(d)-f(d+1)\right)^2\Big]=\exp\Big[-\frac{g^2}{2}\left(1+1-2c(1)\right)\Big]=e^{-\gamma g^2},\qquad\gamma=1-c(1).$$

Hence $E(K)=-E_p-2te^{-\gamma g^2}\cos K$, and

$$\frac{m^*}{m}=e^{\gamma g^2},\qquad\frac1Z=e^{g^2},\qquad F=e^{c(1)g^2}.\tag{6}$$

The excited states lie at least $\Omega$ higher, so the corrections to (6) are of relative order $t/\Omega$, with coefficients that depend on $g$. The weight $Z$ compares the dressed electron with one that has no cloud and counts the whole deformation. The mass compares the cloud with the same cloud moved by one site and counts only the part that must be rebuilt in a hop. The two exponents coincide when $c(1)=0$, as for the Holstein force, where the clouds on neighbouring sites involve different oscillators. The uniform force has $c(1)=1$, $\gamma=0$, in agreement with section 4, the breathing force has $\gamma=3/2$, and expanding (6) to order $g^2$ reproduces the $t\to0$ limit of (5).

The program extrapolates five-site diagonalizations linearly from $t=0.01$ and $0.005$ to $t=0$. At $g^2=1$ it finds $-\ln Z/g^2=0.9999$ for all three forces, and $\ln(m^*/m)/g^2=0.9999$, 0.3852 and 1.4999 for the Holstein, Fröhlich and breathing forces, whose five-site values of $\gamma$ are 1, 0.3852 and 1.5. The Fröhlich exponents are unchanged at $g^2=2$. The tested tolerance is $2\times10^{-3}$ on each exponent.

**9. The value of $\gamma$ for the Fröhlich force**

The lattice sum gives $c(1)=0.61268$, $c(2)=0.25972$, $c(3)=0.10905$, so $\gamma=1-0.61268=0.38732$. A second route shows which phonons matter. With $f_q=\sum_df(d)e^{-iqd}$, the orthogonality $\int_{-\pi}^{\pi}e^{iq(d-d')}dq=2\pi\delta_{dd'}$ gives $\int|f_q|^2e^{iql}dq=2\pi c(l)$ for normalized $f$, and so, for any normalization,

$$\gamma=\frac{\int|f_q|^2(1-\cos q)\,dq}{\int|f_q|^2\,dq},\qquad0\le\gamma\le2 .$$

Every phonon contributes to the exponent of $Z$ with weight $|f_q|^2$, and to the exponent of the mass with the extra factor $1-\cos q$. A long-range force of one sign concentrates $|f_q|^2$ at small $q$, where that factor is small; a force that alternates in sign from site to site does the opposite.

For $f=(d^2+1)^{-3/2}$, Poisson summation gives $f_q=\sum_l\hat f(q+2\pi l)$ with $\hat f$ the continuous Fourier transform. Use $(x^2+1)^{-3/2}=\Gamma(3/2)^{-1}\int_0^\infty\sigma^{1/2}e^{-\sigma(x^2+1)}d\sigma$ and the Gaussian transform $\int e^{-iqx-\sigma x^2}dx=\sqrt{\pi/\sigma}\,e^{-q^2/4\sigma}$. With $\Gamma(3/2)=\sqrt\pi/2$ this gives $\hat f(q)=2\int_0^\infty e^{-\sigma-q^2/4\sigma}d\sigma$. The substitution $\sigma=(|q|/2)e^\theta$ turns the exponent into $-|q|\cosh\theta$ and the measure into $(|q|/2)e^\theta d\theta$; only the even part of $e^\theta$ survives, so $\hat f(q)=2|q|\int_0^\infty\cosh\theta\,e^{-|q|\cosh\theta}d\theta=2|q|K_1(|q|)$, by the integral representation of the modified Bessel function $K_1$. The quadrature gives $\gamma=0.387320$, equal to the lattice sum within the tested $10^{-7}$. Screening the force by $e^{-|d|/R}$ gives $\gamma=0.905$, 0.745, 0.531 and 0.432 for $R=0.5$, 1, 3 and 10 lattice constants; the program tests that these values decrease and stay above the unscreened one.

**10. Worked example at finite hopping**

Take round model parameters: phonon energy $\Omega=0.1$ eV, $t=0.25\,\Omega$, $g^2=2$, $a=0.4$ nm. Then $E_p/2t=2/0.5=4$, and the band mass is $m=\hbar^2/(2ta^2)=9.525\,m_e$. The Holstein and Fröhlich models are solved on seven sites with at most 11 phonons, 31824 states. On the ring the Fröhlich force is evaluated at the shorter distance around the ring, and the ring value of $\gamma$ is 0.38722.

For the Fröhlich force the linear solve at $E_0=-2.28492$ gives $\Sigma_\omega=-4.29509$ and $\Sigma_{KK}=0.75450$. Then

$$Z=\frac{1}{1+4.29509}=0.18885,\qquad F=1+\frac{0.75450}{2\times0.25}=2.5090,\qquad\frac{m^*}{m}=\frac{1/Z}{F}=\frac{5.2951}{2.5090}=2.1104 .$$

The curvature of the diagonalized $E(K)$ gives the same $2.1104$. In electron masses, $m^*=9.525\times2.1104=20.10$, while $m/Z=9.525\times5.2951=50.44$. For the Holstein force, $E_0=-2.11788$, $\Sigma_\omega=-3.58608$ and $\Sigma_{KK}=0.00252$, so $1/Z=4.5861$, $F=1+0.00252/0.5=1.0050$ and $m^*/m=4.5861/1.0050=4.563$.

| coupling | $Z$ | $1/Z$ | $F$ | $m^*/m$ |
|---|---|---|---|---|
| Holstein, $g^2=2$ | 0.218 | 4.59 | 1.005 | 4.56 |
| Fröhlich, $g^2=2$ | 0.189 | 5.30 | 2.51 | 2.11 |
| breathing, $g^2=1$ | 0.568 | 1.76 | 0.748 | 2.35 |
| Peierls, $\alpha=0.15$ | 0.977 | 1.02 | 0.739 | 1.38 |

The breathing row is for five sites and nine phonons, the Peierls row for seven sites and five phonons, both at $t=0.25$; they serve to show the sign of $F-1$. The breathing row is not converged in its third digit: on seven and nine sites (values not in the printed output) $F$ rises to 0.753 and $m^*/m$ falls to 2.34. The Peierls value $F=0.739$ is close to the second-order $1-4\alpha^2/(ts)=0.751$ evaluated at the computed $E_0$. There $m/Z=9.7\,m_e$ understates the mass of $13.2\,m_e$.

At equal $E_p$ the Fröhlich polaron has the smaller $Z$ and less than half the Holstein mass, so reading the mass from $Z$ orders the two models wrongly. At order $g^2$ the smaller $Z$ is derived: the terms $l\ne0$ in $A$ are positive for $c(l)>0$ and absent for the Holstein force. At $g^2=2$ it is a numerical finding.

The output also shows that $t=0.25\,\Omega$ is not in the limit (6). The manuscript's $e^{g^2}=7.39$ matches neither $1/Z=5.30$ nor, for the Holstein force, $1/Z=4.59$. The effective exponents $-\ln Z/g^2$ and $\ln(m^*/m)/g^2$ are 0.762 and 0.759 for Holstein, and 0.833 and 0.373 for Fröhlich. The Fröhlich ratio, 0.448, lies between the antiadiabatic $\gamma=0.387$ and the weak-coupling $B/A=0.482$ at this $t$, and $F=2.51$ is well below $e^{c(1)g^2}=3.41$. The Fröhlich mass, on the other hand, is near $e^{\gamma g^2}=2.17$, and its effective exponent is near both $\gamma$ and the weak-coupling slope $B$. The three-digit match of the seven-site exponent with the chain value $B=0.373$ is accidental: compared on the same ring, the exponent is 0.373 against $B=0.364$ for seven sites, and $\ln(2.1231)/2=0.376$ against $B=0.371$ for nine sites (ring values below). That $\ln(m^*/m)$ stays nearly linear in $g^2$ between these couplings is a conjecture; only the two ends were computed.

The phonon cutoff is harmless: on five sites, going from 11 to 12 phonons changes $m^*$ and $Z$ by less than the tested $2\times10^{-4}$ relative. The ring size matters more. On a ring the one-phonon resolvent is the chain resolvent summed over windings, $\sum_we^{iK(l+wN)}r(l+wN)$, since this sum obeys the same difference equation and has period $N$; equations (3) to (5) then hold with $c(l)$ replaced by the periodic ring autocorrelation. On five sites this sets $c(3)=c(2)$ and $c(4)=c(1)$, far above the chain values, and these terms enter (4) with weight $l^2$. At order $g^2$ the ring values of $B$ are 0.3148, 0.3637 and 0.3714 for $N=5$, 7 and 9, against 0.3726 for the chain, while $A$ moves only from 0.7835 to 0.7730. The five-site values are tested against diagonalization to 1%. At $g^2=2$ the Fröhlich mass ratio is 1.9887, 2.1104 and 2.1231 for $N=5$, 7 and 9. The nine-site result was obtained with the $q=0$ mode removed ($w_0=0.3427$) and at most eight phonons, a procedure that, with the same cutoff, on seven sites ($w_0=0.4281$) reproduces the full $Z$ and $m^*$ within the tested $10^{-3}$. The step from seven to nine sites is $2.1231-2.1104=0.0127$, or 0.6% of the seven-site value; $Z$ moves from 0.18885 to 0.18895 and $F$ to 2.493. The chain values can be quoted as $m^*/m\approx2.1$, $m^*\approx20\,m_e$, $F\approx2.5$.

For the Holstein force the five-site mass ratio is 4.5430 with $Z=0.21804$, which gives $F=1/(0.21804\times4.5430)=1.0095$ against 1.0050 on seven sites. The change, 0.0045, is nearly as large as the seven-site $F-1=0.0050$, so these two rings alone do not fix that small number. What the example supports is that $F-1$ is positive, by section 7, and below one per cent on both rings.

**11. Changes required**

Step (i) should be withdrawn, and the mass should be computed from the dispersion or from (2) with $\Sigma_{KK}$ evaluated at the pole. Where the Lang–Firsov result is used, the exponent $\gamma E_p/\Omega$ should be computed from the force actually employed, including its screening, and the size of the corrections in $t/\Omega$ should be stated for the parameters of interest. If the manuscript infers a mass from a measured or computed spectral weight, it should say which class of coupling is assumed, and present $m/Z$ as an upper bound only under the conditions of section 7 (one electron, density coupling of one sign, dispersionless phonons, hops of one sign), and not when breathing or Peierls terms, phonon dispersion or hops of mixed sign are present, as they may be in a real material. I cannot support the numerical conclusion $m^*/m=7.39$ for $g^2=2$ as a statement about a long-range force: by (6) it is the $t/\Omega\to0$ value for a force with $c(1)=0$, such as the Holstein force, while the Fröhlich force gives $e^{\gamma g^2}=2.17$ in the same limit.

## Numbers as computed

```
units: energies in Omega, lengths in a, unless stated
Froehlich chain c(1), c(2), c(3) = 0.61268, 0.25972, 0.10905
gamma: lattice sum 0.387320, Fourier integral 0.387320
gamma for R = 0.5, 1, 3, 10 a: 0.9046, 0.7454, 0.5312, 0.4324
uniform f, t=0.5, g2=1: Z = 0.367881, exp(-g2) = 0.367879
  m*/m = 1.000000, F = 2.71821
Froehlich one phonon, t=0.5, w=-1.3, g2=0.4: Sigma_KK = 0.080751, formula 0.080751
Holstein one phonon, t=0.5, w=-1.3, g2=0.4: Sigma_KK = 0.000000, formula 0.000000
Peierls one phonon, alpha=0.3: Sigma_KK = -0.347619, formula -0.347619
weak coupling t=0.25: s = 1.41421, xi = 0.17157, A = 0.77284, B = 0.37264
  diagonalization g2=0.005: (1-Z)/g2 = 0.77152, (1-m/m*)/g2 = 0.37214
B/A for t = 0.01, 0.25, 1, 4: 0.3919, 0.4822, 0.6223, 0.7827
ring A for N = 5, 7, 9: 0.78350, 0.77403, 0.77297
ring B for N = 5, 7, 9: 0.31481, 0.36369, 0.37139
  N=5 diagonalization: (1-Z)/g2 = 0.78209, (1-m/m*)/g2 = 0.31466
Holstein t=0.25, g2=0.002: Sigma_KK/g^4 = 1.2330e-03, crossed 1.2286e-03
t -> 0 on 5 sites: -lnZ/g2, ln(m*/m)/g2, ring gamma
  Holstein g2=1.0: 0.9999, 0.9999, 1.0000
  Froehlich g2=1.0: 0.9999, 0.3852, 0.3852
  breathing g2=1.0: 0.9999, 1.4999, 1.5000
  Froehlich g2=2.0: 0.9999, 0.3852, 0.3852
example: Omega = 0.1 eV, t = 0.25, g2 = 2.0, a = 0.4 nm, N = 7, M = 11
basis size 31824, lambda = Ep/2t = 4.00, band mass = 9.5250 m_e
ring gamma = 0.38722, exp(g2) = 7.3891, exp(gamma g2) = 2.1698, exp(c1 g2) = 3.4054
Holstein: E0 = -2.11788, Z = 0.21805, 1/Z = 4.5861, m*/m = 4.5631
  Sigma_w = -3.58608, Sigma_KK = 0.00252, F = 1.00503, 1/(Z F) = 4.5631
  m* = 43.464 m_e, m/Z = 43.682 m_e
  -lnZ/g2 = 0.7615, ln(m*/m)/g2 = 0.7590, ratio = 0.9967
  N=5 m*/m: M=11 4.5429, M=12 4.5430; Z = 0.21804
Froehlich: E0 = -2.28492, Z = 0.18885, 1/Z = 5.2951, m*/m = 2.1104
  Sigma_w = -4.29509, Sigma_KK = 0.75450, F = 2.50899, 1/(Z F) = 2.1104
  m* = 20.102 m_e, m/Z = 50.436 m_e
  -lnZ/g2 = 0.8334, ln(m*/m)/g2 = 0.3734, ratio = 0.4481
  N=5 m*/m: M=11 1.9887, M=12 1.9887; Z = 0.18790
  q=0 removed, N=7, M=8: w0 = 0.4281, E0 = -2.28492, Z = 0.18886, m*/m = 2.1104
  q=0 removed, N=9, M=8: w0 = 0.3427, E0 = -2.28470, Z = 0.18895, m*/m = 2.1231
  N=9: F = m/(m* Z) = 2.4929, m* = 20.222 m_e
Peierls alpha=0.15, N=7, M=5: E0 = -0.53152, Z = 0.97725, 1/Z = 1.0233, m*/m = 1.3840
  Sigma_w = -0.02328, Sigma_KK = -0.13031, F = 0.73937, 1/(Z F) = 1.3840
  m* = 13.182 m_e, m/Z = 9.747 m_e
  2 alpha^2/(t Omega) = 0.180, second-order F at E0 = 0.75131
breathing g2=1, N=5, M=9: E0 = -1.18439, Z = 0.56809, 1/Z = 1.7603, m*/m = 2.3539
  Sigma_w = -0.76027, Sigma_KK = -0.12610, F = 0.74781, 1/(Z F) = 2.3539
  m* = 22.421 m_e, m/Z = 16.767 m_e
```
